\section*{The Phillips-Kleinman Pseudopotential: Core Admixture and the Reduced Tail}

\section{Replacing core orthogonality by a potential}

The outer electron of an atom with one electron outside closed shells moves mostly at distances where the inner shells have almost no density. Yet its orbital oscillates near the nucleus, because it must be orthogonal to the core orbitals of the same angular momentum. These oscillations carry a large kinetic energy and require fine spatial resolution near the nucleus. Can the orthogonality condition be traded for an additional potential, so that a smooth orbital has the same energy? If so, how is the smooth orbital related to the true one outside the core?

\subsection{Setting and conventions}

Hartree atomic units are used. The electron is described by a fixed one-electron Hamiltonian
\begin{equation}
h=T+V ,\qquad T=-\tfrac12\nabla^2 ,
\label{eq:h}
\end{equation}
where $V$ is a real, local, spherical potential. Fixing $h$ means that the response of the core to the valence electron is left out. We work with one angular momentum $l$ and one value of $m$. The core states $|c\rangle$ and the valence state $|v\rangle$ are orthonormal and obey
\begin{equation}
h|c\rangle=E_c|c\rangle ,\qquad h|v\rangle=E_v|v\rangle .
\label{eq:states}
\end{equation}
The core states are all the states of this channel below $E_v$, so $|v\rangle$ is the first state above the core. In a radial problem bound levels of given $l$ and $m$ are nondegenerate. Radial functions are taken real, and $u(r)$ denotes $r$ times the radial function, so that $\int_0^\infty u^2\,dr=1$ for a normalised state.

\section{The Phillips-Kleinman equation}

Add arbitrary amounts of the core states to the valence state:
\begin{equation}
|\phi\rangle=N\Big(|v\rangle+\sum_c a_c|c\rangle\Big),
\qquad \langle c|\phi\rangle=N a_c .
\label{eq:phi}
\end{equation}
The overlap follows from orthonormality. Acting with $h-E_v$ removes the valence part, and Eq.~\eqref{eq:states} gives
\begin{align}
(h-E_v)|\phi\rangle
&=N\sum_c a_c(E_c-E_v)|c\rangle \nonumber\\
&=-\sum_c(E_v-E_c)|c\rangle\langle c|\phi\rangle .
\label{eq:act}
\end{align}
Moving the right-hand side to the left yields
\begin{equation}
(h+V_R)|\phi\rangle=E_v|\phi\rangle ,\qquad
V_R=\sum_c(E_v-E_c)|c\rangle\langle c| .
\label{eq:pk}
\end{equation}
This is the Phillips-Kleinman equation, and $V+V_R$ is the pseudopotential. Since $E_v>E_c$, every term of $V_R$ has a positive coefficient, so
\begin{equation}
\langle\phi|V_R|\phi\rangle=\sum_c(E_v-E_c)\,|\langle c|\phi\rangle|^2\ge 0 .
\label{eq:positive}
\end{equation}
$V_R$ is a nonlocal repulsion that acts on the core part of a function. It takes over the task of orthogonality: an electron may now have core character, but gains no energy from it.

\subsection{How much freedom there is}

The coefficients $a_c$ dropped out of Eq.~\eqref{eq:pk}, so any choice is a solution. To see that there are no further solutions, let $|\chi\rangle$ be any normalisable solution in the channel, and define
\begin{equation}
P=\sum_c|c\rangle\langle c| ,\qquad Q=1-P .
\label{eq:proj}
\end{equation}
The core states are eigenstates of $h$, so $Q$ commutes with $h$. Also $QV_R=0$, because $V_R$ produces core states alone. Applying $Q$ to $(h+V_R-E_v)|\chi\rangle=0$ therefore gives
\begin{equation}
(h-E_v)\,Q|\chi\rangle=0 .
\label{eq:complete}
\end{equation}
Because $E_v$ is nondegenerate, $Q|\chi\rangle$ is a multiple of $|v\rangle$, possibly zero. The solutions are thus all combinations of $|v\rangle$ and the core states. Those with a valence part have the form \eqref{eq:phi}; the others are pure core functions. The pseudo-orbital is thus determined only up to core admixture, which is arbitrary.

The spectrum shows the same thing. On a core state,
\begin{equation}
(h+V_R)|c\rangle=\big[E_c+(E_v-E_c)\big]|c\rangle=E_v|c\rangle ,
\label{eq:lift}
\end{equation}
while $V_R$ gives zero on every state orthogonal to the core. The core levels are lifted to $E_v$ and the rest of the spectrum stays in place. The valence level is now the lowest in the channel, with degeneracy one plus the number of core states.

Here $E_v$ in $V_R$ is a fixed number. Suppose it is replaced by the unknown eigenvalue $E$. Equation~\eqref{eq:lift} then reads $[E_c+(E-E_c)]|c\rangle=E|c\rangle$, which holds for every $E$. A search for solutions at a trial energy would find the core functions each time. A solution obtained in that way is meaningful when it has a valence part, which by the argument of Eq.~\eqref{eq:complete} requires $E$ to be an eigenvalue of $h$ outside the core.

\subsection{A local potential for a chosen orbital}

Once the $a_c$ are chosen, the nonlocal term can be written as a multiplication. Take $l=0$, and suppose that $u_\phi$ has no node for $r>0$ and starts linearly in $r$. Dividing $V_R\phi$ by $\phi$ defines
\begin{equation}
U(r)=V(r)+\sum_c(E_v-E_c)\langle c|\phi\rangle\frac{u_c(r)}{u_\phi(r)} ,
\label{eq:U}
\end{equation}
and Eq.~\eqref{eq:pk} becomes
\begin{equation}
u_\phi''=2(U-E_v)u_\phi .
\label{eq:local}
\end{equation}
To show that $u_\phi$ is the ground state of this local problem, write any trial function as $f=u_\phi g$. Expanding the derivative gives
\begin{align}
f'^2&=u_\phi'^2g^2+2u_\phi u_\phi'gg'+u_\phi^2g'^2 \nonumber\\
&=(u_\phi u_\phi' g^2)'-u_\phi u_\phi''g^2+u_\phi^2g'^2 .
\label{eq:ident}
\end{align}
The total derivative integrates to the boundary values of $f^2u_\phi'/u_\phi$. They vanish at the origin, where $f^2\sim r^2$ and $u_\phi'/u_\phi\sim1/r$, and at infinity, where $f\to0$ and $u_\phi'/u_\phi$ stays finite. Replacing $u_\phi''$ by Eq.~\eqref{eq:local} leaves
\begin{equation}
\int_0^\infty\Big[\tfrac12f'^2+(U-E_v)f^2\Big]dr
=\tfrac12\int_0^\infty u_\phi^2g'^2\,dr\ge0 .
\label{eq:ground}
\end{equation}
Equality requires constant $g$, hence $f\propto u_\phi$. The lowest energy is $E_v$ and it is nondegenerate.

Different admixtures give different potentials $U$ with the same lowest energy. The degeneracy of Eq.~\eqref{eq:pk} has been exchanged for a family of local potentials, each tied to one orbital. Under the stated conditions $u_c/u_\phi$ is finite at the origin, so a nuclear singularity $-Z/r$ in $V$ survives in $U$; the repulsion does not remove it.

\section{The tail of the normalised pseudo-orbital}

The squared norm of the bracket in Eq.~\eqref{eq:phi} is $1+\sum_c a_c^2$, because the cross terms vanish by orthogonality. Normalising $\phi$, with $N>0$, gives
\begin{equation}
N^2=\frac{1}{1+\sum_c a_c^2} .
\label{eq:N}
\end{equation}
Define the core weight as the total squared overlap with the core:
\begin{equation}
S=\sum_c|\langle c|\phi\rangle|^2=N^2\sum_c a_c^2
=\frac{\sum_c a_c^2}{1+\sum_c a_c^2}=1-N^2 .
\label{eq:S}
\end{equation}
Hence $N=\sqrt{1-S}$, and dividing the radial form of Eq.~\eqref{eq:phi} by $u_v$ gives, away from nodes of $u_v$,
\begin{equation}
\frac{u_\phi(r)}{u_v(r)}=\sqrt{1-S}\,
\Big[1+\sum_c a_c\frac{u_c(r)}{u_v(r)}\Big] .
\label{eq:ratio}
\end{equation}
Where the core orbitals are negligible beside $u_v$, the bracket is one:
\begin{equation}
u_\phi\simeq\sqrt{1-S}\;u_v ,\qquad
u_\phi^2\simeq(1-S)\,u_v^2 .
\label{eq:tail}
\end{equation}
The tail density is too small by the fraction $S$, relative to the true density. The amplitude is too small by the fraction $1-\sqrt{1-S}$, which is about $S/2$ for small $S$. The shape of the tail is right; its height is not. The unnormalised function with $N=1$ has the correct tail, but its norm exceeds one.

Such an outer region exists for a local potential that approaches $-z/r$ with $z\geq0$, up to terms of shorter range. At large $r$, try $u\sim r^\beta e^{-\kappa r}$. Then
\begin{equation}
\frac{u''}{u}=\kappa^2-\frac{2\kappa\beta}{r}+\frac{\beta(\beta-1)}{r^2} ,
\label{eq:asym}
\end{equation}
and the radial equation requires this to equal $-2E-2z/r$ through order $1/r$. Thus $\kappa=\sqrt{-2E}$ and $\beta=z/\kappa$. A core state has the larger $\kappa$, so $u_c/u_v$ falls as $e^{-(\kappa_c-\kappa_v)r}$ times a power of $r$, and the bracket in Eq.~\eqref{eq:ratio} tends to one. At moderate $r$ the bracket can exceed one and hide part of the loss. The algebra leading to Eq.~\eqref{eq:pk} also holds for a Hermitian $h$ with nonlocal exchange, but this asymptotic argument does not cover that case. Equation~\eqref{eq:tail} may then be used where the core terms in Eq.~\eqref{eq:ratio} are actually small.

\subsection{Consequences and repair}

The charge missing from the tail has moved inward, since both orbitals hold one electron. A valence density built from $\phi$ therefore gives the wrong electrostatic field in the valence region outside the core. For an s orbital, where Eq.~\eqref{eq:tail} holds, a sphere of radius $r$ encloses too much electronic charge by $S$ times the true valence charge beyond $r$; the error dies away with the tail, and the far field is correct. Within the family \eqref{eq:phi} no choice of admixture cures this: the correct tail together with unit norm demands $S=0$, so all $a_c=0$ and $\phi$ is the true orbital again. A smooth orbital with unit norm and the correct tail must contain something besides $|v\rangle$ and the core states, and so cannot solve Eq.~\eqref{eq:pk}.

The true orbital can be recovered when the core states are known. Subtracting the core part of $\phi$ leaves $N|v\rangle$, so
\begin{equation}
|v\rangle=\frac{1}{\sqrt{1-S}}
\Big(|\phi\rangle-\sum_c|c\rangle\langle c|\phi\rangle\Big) .
\label{eq:recover}
\end{equation}

\section{Fixing the freedom by smoothness}

One way to select a pseudo-orbital is to minimise its kinetic energy $t=\langle\phi|T|\phi\rangle$ among normalised combinations of $|v\rangle$ and the core states. With a Lagrange multiplier for the norm, the stationary condition is $\langle\chi|T|\phi\rangle=t\langle\chi|\phi\rangle$ for every $\chi$ in that space; setting $\chi=\phi$ identifies the multiplier as $t$. Now set $\chi=c$. Since $\langle c|h|\phi\rangle=E_c\langle c|\phi\rangle$ and $V=h-T$,
\begin{equation}
\langle c|V|\phi\rangle=(E_c-t)\langle c|\phi\rangle .
\label{eq:cv}
\end{equation}
Writing $E_v-E_c=(E_v-t)-(E_c-t)$ in $V_R$ and using Eq.~\eqref{eq:cv},
\begin{equation}
V_R|\phi\rangle=(E_v-t)P|\phi\rangle-PV|\phi\rangle .
\label{eq:vr}
\end{equation}
Adding $V|\phi\rangle$ gives
\begin{equation}
(V+V_R)|\phi\rangle=(1-P)V|\phi\rangle+(E_v-t)P|\phi\rangle .
\label{eq:cancel}
\end{equation}
The repulsion removes the part of $V\phi$ that the core states can represent and puts back a term on the scale of valence energies. By Eq.~\eqref{eq:cv}, each core component of $V\phi$ changes from $(E_c-t)\langle c|\phi\rangle$ to $(E_v-t)\langle c|\phi\rangle$. For a bound valence state $E_c<E_v<0<t$, so the new component is smaller in magnitude wherever the overlap is not zero. In this sense the pseudopotential acts more weakly on $\phi$ than $V$ does. The cancellation is partial, since the core states do not form a complete set, and Eq.~\eqref{eq:cancel} holds for this choice of $\phi$, not for every admixture.

\section{Worked examples}

\subsection{One core state in closed form}

In the hydrogen potential $V=-1/r$, let 1s play the part of the core and 2s that of the valence state. With the outer lobe of 2s positive,
\begin{equation}
u_{1s}=2re^{-r},\qquad
u_{2s}=\frac{r}{\sqrt2}\Big(\frac r2-1\Big)e^{-r/2} .
\label{eq:hyd}
\end{equation}
The sum $u_{2s}+a\,u_{1s}$ is positive for $r>0$ if $2\sqrt2\,a>(1-x)e^x$ with $x=r/2$. The right-hand side has derivative $-xe^x$, so it falls from its value one at $x=0$. Any $a>1/(2\sqrt2)\approx0.354$ thus gives a nodeless orbital that starts linearly in $r$.

For $a=0.5$, Eq.~\eqref{eq:S} gives $S=0.25/1.25=0.2$ and a limiting amplitude ratio $\sqrt{0.8}=0.894$. For $a=1$ the values are $S=0.5$ and $0.707$. At $r=1$ bohr the local potentials \eqref{eq:U} are $-0.101$ and $-0.471$ hartree respectively, against $-1$ hartree for the bare potential. Despite this difference, diagonalising either one gives the lowest energy $-0.125$ hartree, the 2s energy.

The approach to the limit is visible for $a=0.5$: the ratio $u_\phi/u_{2s}$ is $0.964$ at 5 bohr, $0.897$ at 10 bohr and $0.894$ at 18 bohr. At 5 bohr the 1s admixture still makes up most of the loss. The numerical check tests these energies, core weights and ratios, and the recovery formula \eqref{eq:recover}, using eigenvectors of the local potentials.

\subsection{Two core states}

Consider the model potential
\begin{equation}
V(r)=-\frac{1+10e^{-2r}}{r} ,
\label{eq:model}
\end{equation}
with $r$ in bohr, and take 1s and 2s as core and 3s as valence. The levels are $-42.956$, $-3.150$ and $-0.2233$ hartree; the last is $-6.077$ eV. Diagonalising $h+V_R$ gives $-0.2233$ hartree three times, followed by the unchanged 4s level at $-0.0789$ hartree, as Eq.~\eqref{eq:lift} requires.

With the outer lobe of every orbital taken positive, the pseudo-orbital of least kinetic energy has overlaps $0.0308$ with 1s and $0.2707$ with 2s. Its core weight is
\begin{equation}
S=0.0308^2+0.2707^2=0.0009+0.0733=0.0742 ,
\label{eq:Snum}
\end{equation}
so the tail density is low by $7.4\%$ and the amplitude ratio should tend to $\sqrt{0.9258}=0.962$. The computed ratio is $0.976$ at 2.5 bohr and $0.962$ at both 5 and 10 bohr. The true 3s orbital has two radial nodes; the pseudo-orbital shows none on the grid.

The energy is redistributed as follows. The kinetic energy drops from $0.509$ hartree for 3s to $0.089$ hartree. The expectation value of $V$ in the pseudo-orbital is $-0.567$ hartree, and the repulsion follows from Eq.~\eqref{eq:positive}:
\begin{equation}
\langle V_R\rangle=42.733\times0.0308^2+2.927\times0.2707^2
\approx0.255\ \text{hartree} .
\label{eq:VRnum}
\end{equation}
The repulsion cancels a little under half of the attraction, leaving $-0.312$ hartree. Adding the kinetic energy restores $-0.312+0.089=-0.223$ hartree, the valence level.

Beyond 5 bohr the true orbital holds $0.1445$ electron and the pseudo-orbital $0.1338$. Their ratio is $0.926$, in agreement with $1-S$. About $0.011$ electron has moved from outside this radius to inside it, although the orbital energy is unchanged.

\section*{Calculated quantities}
\begin{verbatim}
HYDROGEN POTENTIAL, core 1s, valence 2s (outer lobe positive)
E_1s = -0.500000, E_2s = -0.125000 hartree
a = 0.5: lowest energy in local U = -0.125000 hartree
  core weight S = 0.20000, sqrt(1-S) = 0.89443
  u_phi/u_2s at r = 5, 10, 18 bohr: 0.96365, 0.89656, 0.89445
  U at r = 1, 2.5, 5 bohr: -0.1009, -0.1681, -0.1731 hartree
a = 1.0: lowest energy in local U = -0.125000 hartree
  core weight S = 0.50000, sqrt(1-S) = 0.70711
  u_phi/u_2s at r = 5, 10, 18 bohr: 0.81655, 0.71048, 0.70714
  U at r = 1, 2.5, 5 bohr: -0.4707, -0.1134, -0.1497 hartree
  bare V at r = 1, 2.5, 5 bohr: -1.0000, -0.4000, -0.2000 hartree
MODEL V = -[1 + A exp(-k r)]/r, cores 1s and 2s, valence 3s
A = 10, k = 2 per bohr
levels of h, 1s to 4s: -42.95618, -3.15001, -0.22331, -0.07892 hartree
E_3s in eV = -6.0766 eV
lowest four levels of h + V_R: -0.22331, -0.22331, -0.22331, -0.07892 hartree
running-E check: trial E = -0.72331 hartree, spurious solutions = 2
Least-kinetic-energy pseudo-orbital (outer lobes positive):
  admixtures a_1s = 0.03202, a_2s = 0.28132
  overlaps b_1s = 0.03080, b_2s = 0.27068
  core weight S = 0.07421, 1-S = 0.92579, sqrt(1-S) = 0.96218
  radial nodes: true 3s 2, pseudo 0
  true 3s: <T> = 0.50876, <V> = -0.73207 hartree
  pseudo: <T> = 0.08872, <V> = -0.56701, <V_R> = 0.25498 hartree
  pseudo: <V + V_R> = -0.31203 hartree
  u_phi/u_3s at r = 2.5, 5, 10 bohr: 0.97596, 0.96223, 0.96218
  charge beyond 5 bohr: true 0.14448, pseudo 0.13376 electrons
  ratio of these charges = 0.92582
\end{verbatim}
